# Does relaxing layer spacings weaken even-odd stability of quantum films?

**Question**

I am modelling ultrathin metal films whose energies alternate between even and odd numbers of layers because the electrons are confined across the film. My first energies were for films with bulk layer spacings. I now want to let the spacings relax with the in-plane lattice held fixed.

My expectation is this. Relaxation lowers the energy of every film, and an unfavourable thickness has more to gain than a favourable one. Relaxation should therefore weaken the even-odd preference, and rigid films should give an upper limit to it. Is that right, at least when the strains are small enough for a harmonic treatment?

**Answer**

Relaxation does lower the energy of every film that is not already relaxed, but it does not follow that an unfavourable thickness gains more, or that the preference weakens. What a film gains depends on the slope and curvature of its energy with respect to strain, not on how high that energy is.

**What the harmonic model says**

Let $E_N$ be the energy per surface cell of the rigid $N$-layer film, and let the vector $x$ hold the fractional changes of its layer spacings. For small $x$,

$$E_N(x)=E_N-f\cdot x+\tfrac12\,x\cdot Kx ,$$

where $f$ is the generalized force at the bulk spacings and $K$ is a symmetric, positive definite stiffness matrix. Both depend on $N$. Completing the square gives

$$E_N(x)=E_N-\tfrac12 f\cdot K^{-1}f+\tfrac12(x-K^{-1}f)\cdot K(x-K^{-1}f).$$

The last term vanishes at the minimum, so relaxation lowers the energy by

$$G_N=\tfrac12 f\cdot K^{-1}f\ge 0 .$$

The gain is strictly positive unless $f=0$, in which case the film is already relaxed.

Stability is a comparison between films. A film of $N$ layers can split into equal areas with $N-1$ and $N+1$ layers at the same total amount of material. The cost for two surface cells of the $N$-layer film, ignoring step edges, is

$$D_N=E_{N+1}+E_{N-1}-2E_N ,$$

and $D_N>0$ means that $N$ is stable against this splitting. After relaxation,

$$D_N^{\rm rel}=D_N-g_N,\qquad g_N=G_{N+1}+G_{N-1}-2G_N .$$

Three non-negative gains can give $g_N$ either sign. Since $(D_N-g_N)^2-D_N^2=g_N(g_N-2D_N)$, the stability difference grows in magnitude if and only if $g_N(g_N-2D_N)>0$. Either $g_N$ has the opposite sign to $D_N$, or it is more than twice as large with the same sign and reverses the preference.

The simplest case has one strain variable and equal stiffness $K$ for both parities, with forces $F+h$ for even films and $F-h$ for odd ones. The gap $E_{\rm odd}-E_{\rm even}$ changes by

$$-\frac{(F-h)^2}{2K}+\frac{(F+h)^2}{2K}=\frac{2Fh}{K}.$$

Reversing the mean force $F$ reverses the change. For $F=0$ both films gain $h^2/2K$ and the gap stays put.

**Why the force alternates too**

Take free electrons between hard walls a distance $L$ apart. The levels are $\varepsilon_n=e_1n^2$, with $e_1=\hbar^2\pi^2/(2mL^2)$. Motion in the plane gives each level a constant density of states $D_2=m/(\pi\hbar^2)$ per area, spin included. With chemical potential $\mu$, the number and energy per area are

$$n_s=D_2\sum_n(\mu-\varepsilon_n),\qquad U=\frac{D_2}{2}\sum_n(\mu^2-\varepsilon_n^2),$$

summed over occupied levels. Hence

$$\Omega=U-\mu n_s=-\frac{D_2}{2}\sum_n q(n),\qquad q(n)=(\mu-e_1n^2)^2 .$$

Write $\mu=\hbar^2k^2/2m=e_1\nu^2$, so that $\nu=kL/\pi$. Poisson summation, with half weight for the end point $n=0$, gives

$$\sum_{n\ge1}q(n)=\int_0^\nu q\,dn-\frac{\mu^2}{2}+2\sum_{m\ge1}\int_0^\nu q\cos(2\pi mn)\,dn .$$

The first integral is $\mu^2\nu(1-\tfrac23+\tfrac15)=8\mu^2\nu/15$. The smooth part of $\Omega$ is therefore $-D_2\mu^2(4\nu/15-1/4)$. Because $\nu\propto\mu^{1/2}$, its negative derivative with respect to $\mu$ is the smooth density $D_2\mu(2\nu/3-1/2)$.

I fix $L$ by requiring this density, at the bulk Fermi energy $E_F$, to equal the bulk charge $k_F^3Nd/(3\pi^2)$ of $N$ layers with spacing $d$. Using $D_2E_F=k_F^2/2\pi$,

$$\frac{k_F^3(L-Nd)}{3\pi^2}=\frac{k_F^2}{4\pi}\quad\Rightarrow\quad L=Nd+\frac{3\pi}{4k_F}.$$

The smooth energy $\Omega+\mu n_s$ is then $D_2E_F^2(2\nu/5-1/4)$. Inserting $\nu=k_FNd/\pi+3/4$ turns it into $\tfrac35E_Fn_s+D_2E_F^2/20$, a bulk term plus a surface term independent of $N$.

The cosine integrals carry the quantum-size effect. Integrate by parts three times. At the upper limit $q=q'=0$ and $q''=8e_1\mu$; at the lower limit the sines and $q'$ vanish. Thus

$$\int_0^\nu q\cos(2\pi mn)\,dn\simeq-\frac{8e_1\mu\sin(2\pi m\nu)}{(2\pi m)^3},$$

with the next term smaller by a factor of order $1/\nu$. At fixed electron number, the first-order energy change equals the change of $\Omega$ at fixed $\mu$, because $\Omega+\mu n_s$ is stationary in $\mu$. For cell area $A$ the shell energy, meaning the slab energy minus its smooth part, is

$$S_N\simeq a_N\sum_{m\ge1}\frac{\sin(2mk_FL)}{m^3},\qquad a_N=\frac{Ak_F^2e_1}{2\pi^4}.$$

Since $2k_FL=2k_FNd+3\pi/2$, the $m=1$ term is $-a_N\cos(2k_FNd)$. Even-odd alternation needs $2k_Fd$ near an odd multiple of $\pi$. Put $2k_Fd=3\pi-\delta$; then

$$S_N\approx-(-1)^Na_N\cos(N\delta).$$

Now strain all spacings by $s$. The electron density scales as $1/(1+s)$, so $k_F\propto(1+s)^{-1/3}$ and the phase $2k_FNd$ scales as $(1+s)^{2/3}$. The shell force is $\varphi_N=-dS_N/ds$. Differentiating the phase, the dominant dependence for thick films, gives its $m=1$ part,

$$\varphi_N^{(1)}\approx(-1)^N\,\tfrac23(2k_FNd)\,a_N\sin(N\delta).$$

The leading parts of energy and force both alternate, but one has a cosine envelope and the other a sine. The sign of the energy alternation therefore does not determine that of the force. The $m=2$ part of the force reaches a quarter of the $m=1$ envelope and does not alternate, so it matters where $\sin(N\delta)$ is small.

**Putting in elasticity**

I replace the smooth strain dependence by a harmonic model:

$$E_N(s)=S_N(s)-\tau s+\tfrac12Nks^2+\text{terms constant or linear in }N .$$

Here $k$ is the stiffness of one layer and $\tau$ is a mean force from the surface and interface, independent of $N$; negative $\tau$ contracts the film. It is a free parameter, not a result of the electron model. The hard-wall surface term $D_2E_F^2/20$ by itself would give $\tau=+AD_2E_F^2/15$, about 2.7 eV for the parameters below. It is dropped with the rest of the smooth strain dependence; a force that large would strain the films by several per cent and reverse the seven-layer preference found below. This assumes that the fixed in-plane lattice has its bulk value. A misfit would add a force proportional to $N$, which is left out here and can change the results considerably. Terms constant or linear in $N$ cancel in $D_N$. With $\kappa_N=S_N''(0)$,

$$G_N=\frac{(\tau+\varphi_N)^2}{2K_N},\qquad K_N=Nk+\kappa_N .$$

The thick-film limit is instructive. The strain tends to $\tau/(Nk)$, which shifts the phase $2k_FNd$ by

$$\theta=\tfrac23(2k_Fd)\frac{\tau}{k},$$

independent of $N$. To leading order, $1/N^2$, relaxation does not change the amplitude of the shell oscillation. It moves the pattern along the thickness axis, so some preferences grow while others shrink.

**A worked case**

I use round parameters: $k_F=15.9$ nm$^{-1}$, $d=0.285$ nm, $A=0.106$ nm$^2$ and an elastic modulus of 50 GPa. They give $E_F=9.63$ eV and $2k_Fd=2.885\pi$. The layer stiffness is modulus times cell volume,

$$k=50\times0.106\times0.285\ \text{GPa nm}^3=9.43\ \text{eV}.$$

For the numbers below I sum the subbands explicitly instead of using the leading formula. The force follows from the Hellmann-Feynman theorem: moving electrons between subbands at a common $\mu$ costs nothing to first order, so

$$\frac{dU}{dL}=-\frac2L\sum_nD_2(\mu-\varepsilon_n)\varepsilon_n .$$

This is multiplied by $dL/ds=Nd+\pi/(4k_F)$, and the derivative of the smooth part, $-\tfrac25E_Fn_s-D_2E_F^2/15$, is subtracted. Multiplication by $-A$ gives $\varphi_N$. The curvature $\kappa_N$ is a central second difference in strain.

| $N$ | $S_N$ (meV) | $\varphi_N$ (eV) | $K_N$ (eV) |
|---|---|---|---|
| 6 | 6.65 | 0.423 | 53.5 |
| 7 | −10.17 | −0.226 | 87.3 |
| 8 | 7.77 | 0.195 | 63.4 |

The rigid seven-layer film is favoured by

$$D_7=6.65+7.77+2(10.17)=34.8\ \text{meV per pair of cells}.$$

Let the mean force be contractive, $\tau=-0.4$ eV. For seven layers it adds to the shell force:

$$G_7=\frac{(-0.4-0.226)^2}{2\times87.3}\ \text{eV}=2.24\ \text{meV}.$$

For six and eight layers the two forces oppose each other, and the gains are only 0.005 and 0.33 meV. The favoured film gains most, contrary to your expectation. Thus $g_7=0.005+0.33-4.49=-4.15$ meV, and $D_7$ rises to 38.9 meV.

Keep everything else fixed and set $\tau=+0.4$ eV. The gains for 6, 7 and 8 layers become 6.33, 0.17 and 2.79 meV. Now $g_7=8.78$ meV and $D_7$ falls to 26.0 meV. With $\tau=0$ it is 33.4 meV, a slight reduction.

The harmonic dividing line, where $g_7=0$, is at $\tau=-0.089$ eV. Because $g_7$ is quadratic in $\tau$, there is a second root near $-2.7$ eV, but the strains there would be 3 to 5 % and the expansion in $s$ is no longer reliable.

**Do the harmonic numbers survive?**

Minimizing $E_N(s)$ numerically with the full $S_N(s)$ gives $D_7=38.9$ meV for the contractive force and 26.3 meV for the expansive one, changes of +12 % and −24 % relative to the rigid value. The largest strain among these films is 1.5 %. The harmonic form needs small phase changes, and it also needs no subband to start filling within the relaxation strain. Each occupied level contributes $-\tfrac12D_2(\mu-\varepsilon_n)^2$ to $\Omega$, so the curvature jumps when a level crosses $\mu$. No level crosses for 6, 7 or 8 layers. One does for twelve layers at $\tau=-0.4$ eV, where the top subband empties; that film enters $D_{11}$ in the table below. The five-layer film, which enters $D_6$, contracts by 1.8 % at the same $\tau$.

The same full minimization at other thicknesses gives, in meV per pair of cells:

| $N$ | $D_N$ rigid | $\tau=-0.4$ eV | $\tau=+0.4$ eV |
|---|---|---|---|
| 6 | −28.7 | −42.7 | −18.3 |
| 7 | 34.8 | 38.9 | 26.3 |
| 8 | −32.4 | −34.4 | −28.2 |
| 9 | 26.7 | 25.9 | 25.5 |
| 10 | −20.8 | −18.6 | −21.9 |
| 11 | 13.5 | 9.5 | 15.9 |

Odd films are favoured throughout, but the effect of a given $\tau$ reverses. The envelopes explain this. Here $\delta=0.115\pi$, so $\cos(N\delta)$ keeps its sign between about 4.3 and 13 layers, whereas $\sin(N\delta)$ changes sign near 8.7. Within the range from 4.3 to 13 layers, contraction therefore strengthens the preference below 8.7 layers, and expansion does so well above. At $N=9$, close to the node, both choices weaken it slightly. The thick-film estimate gives $|\theta|=0.26$ rad for $|\tau|=0.4$ eV, which displaces the envelope by $|\theta|/\delta\approx0.7$ layer.

**What if only the outer spacing relaxes strongly?**

Uniform strain is a restriction, but it matters little as long as the shell energy depends only on the total thickness. Count $N$ spacings, including the one at the substrate, and let $\tau$ act on spacing 1 alone. Write $x_i=s+y_i$ with $\sum_iy_i=0$. In this model $S_N$ depends only on total thickness, hence on $s$, and the energy separates into the previous function of $s$ plus

$$-\tau y_1+\frac k2\sum_iy_i^2 .$$

The part of the force compatible with $\sum_iy_i=0$ has components $\tau(1-1/N)$ on spacing 1 and $-\tau/N$ on each of the others. Its squared length is $\tau^2(1-1/N)$, so the extra gain is

$$\Delta G_N=\frac{\tau^2}{2k}\left(1-\frac1N\right).$$

For seven layers this is 7.3 meV, more than three times the uniform gain of 2.24 meV at $\tau=-0.4$ eV. Yet it varies so smoothly with $N$ that it changes $D_7$ by only 0.05 meV. A large relaxation energy is not evidence of a large change in stability. In a real film the shell force may be spread unevenly over the spacings. The extra gain then contains a product of $\tau$ and the uneven part of that force, which can vary strongly with $N$ and need not cancel in $D_N$.

**How this relates to real films**

The parameters lie in the rough range of high-valence sp-metal films grown on semiconductors at low temperature: about four electrons per cell per layer, a spacing near 0.3 nm and a modulus of tens of GPa. The spacing, cell area and electron density are close to those of Pb(111), but the model is too simple to predict the behaviour of lead films. If $\tau=-0.4$ eV acts on one spacing of the seven-layer film, that spacing contracts by 4.4 %, within the few-per-cent scale of metal surface relaxations. The positive value was chosen to show the opposite case.

Real films do not have hard walls. With a square barrier 4 eV above $E_F$ on both sides, the width reset by the same neutrality condition, and $k$ and $\tau$ unchanged, the rigid $D_7$ falls from 34.8 to 24.2 meV. Relaxation then gives 30.8 meV for $\tau=-0.4$ eV and 15.6 meV for $\tau=+0.4$ eV. The magnitudes move substantially, but for seven layers the directions remain. At other thicknesses they need not, because the barrier also shifts the envelope. Electronic temperature matters much less: at 200 K the rigid hard-wall value is 34.5 meV.

Band structure, self-consistent screening, substrate states and lateral elasticity are absent, so these numbers illustrate a mechanism and do not predict a film. For a real system, compare relaxed energies at neighbouring thicknesses. If you have only rigid calculations, also compute the force and stiffness at each thickness; the energies alone cannot tell you which way relaxation will move the preference.
